# Dorokhov's bimodal law and the open channels of a diffusive wire, part 1

(Sections cited here and not found follow in the second part.)

## 1. The density of transmission eigenvalues in a disordered wire

### 1.1 The question

A metal wire of length $L$ is joined to two reservoirs by ideal leads that carry $N\gg1$ propagating channels per spin at the Fermi energy. Static impurities scatter the electrons elastically with a mean free path $l\ll L$, and phase coherence is kept over the whole wire. The conductance obeys Ohm's law, $G\approx(2e^2/h)\,Nl/L$. In terms of the $N\times N$ transmission matrix $t$, the Landauer formula, taken here as given, reads

$$G=\frac{2e^2}{h}\sum_{n=1}^N T_n ,\tag{1}$$

where $T_n\in[0,1]$ are the eigenvalues of $t^\dagger t$ and the factor 2 counts spin. Ohm's law fixes the mean eigenvalue, $l/L$, and nothing else. All $N$ eigenchannels could transmit with probability $l/L$, or a fraction $l/L$ of them could transmit well while the rest are shut. Quantities that are not linear in $T_n$, such as the shot noise, tell the two cases apart, so the whole distribution of the $T_n$ is needed.

Three equivalent labels of an eigenchannel are used:

$$T=\frac1{\cosh^2x},\qquad \lambda=\frac{1-T}{T}=\sinh^2x,\qquad x\ge0 .\tag{2}$$

Unitarity of the scattering matrix gives $r^\dagger r+t^\dagger t=1$ for the reflection matrix $r$, so $r^\dagger r$ has eigenvalues $1-T=\tanh^2x=\lambda/(1+\lambda)$. The spectrum can therefore be followed through $r$ alone.

### 1.2 The model

The wire is grown from thin slices. Each slice reflects every channel with the same small real amplitude $a$; its scattering matrix has reflection $a$ from the left, $-a$ from the right and transmission $\tau=\sqrt{1-a^2}$, each times the unit matrix, which is unitary because $a\tau-\tau a=0$ and $a^2+\tau^2=1$. A slice of length $\delta L$ has

$$\lambda_{\rm slice}=\frac{a^2}{1-a^2}=\delta s\equiv\frac{\delta L}{l},\qquad s\equiv\frac Ll ,\tag{3}$$

which defines $l$. Between slices the channels are mixed completely without backscattering: the reflection matrix of the wire built so far is replaced by $\varrho=UrV$, with independent unitary matrices $U,V$ drawn from the invariant (Haar) measure. This isotropy is the assumption of the model. A real wire mixes its channels over a distance of order $l$, not within a slice; that the model describes its well-transmitting channels when $L$ is much longer than both $l$ and the width is assumed here, not proved. The nearly closed channels depend on the mixing length, as Section 2.1 shows. Independent $U$ and $V$ mean that time-reversal symmetry is broken (unitary class); the symmetric case is treated in Section 2.5.

A wave arriving at the new slice is reflected at once, or crosses it, bounces $k$ extra times between the old wire and the back of the slice, and crosses again:

$$r'=a+\tau\varrho\sum_{k\ge0}(-a\varrho)^k\tau=a+(1-a^2)\varrho(1+a\varrho)^{-1}=(a+\varrho)(1+a\varrho)^{-1}.\tag{4}$$

The series converges because $\|a\varrho\|\le a<1$, and the last form follows from $a(1+a\varrho)+(1-a^2)\varrho=a+\varrho$. In the difference $(1+a\varrho)^\dagger(1+a\varrho)-(a+\varrho)^\dagger(a+\varrho)$ the terms $a\varrho+a\varrho^\dagger$ cancel and $1-a^2-(1-a^2)\varrho^\dagger\varrho$ remains, so

$$1-r'^\dagger r'=(1-a^2)\,(1+a\varrho^\dagger)^{-1}(1-\varrho^\dagger\varrho)(1+a\varrho)^{-1}.\tag{5}$$

Write the singular-value decomposition $r=A\Sigma B$ with $\Sigma={\rm diag}(\tanh x_i)$. Since $r'$ is a function of $\varrho$, conjugating $\varrho$ with the unitary matrix $BV$ conjugates $r'$ and leaves its singular values unchanged. The conjugation turns $\varrho=UA\Sigma BV$ into $W\Sigma$ with $W=BVUA$, which is Haar distributed because the measure is invariant under multiplication (this holds even for $V=1$). Take then $\varrho=W\Sigma$, invert (5), and use $1/(1-a^2)=1+\delta s$ and $(1-\Sigma^2)^{-1}=1+\Lambda$ with $\Lambda={\rm diag}(\lambda_i)$. The matrix whose eigenvalues are $1/T'_i=1+\lambda'_i$ is

$$(1+\delta s)(1+aW\Sigma)(1+\Lambda)(1+a\Sigma W^\dagger)=(1+\delta s)\left[1+\Lambda+aH+a^2W\Lambda W^\dagger\right],\tag{6}$$

where $\Sigma(1+\Lambda)\Sigma=\Lambda$ was used, and $\Sigma(1+\Lambda)={\rm diag}(w_i)$ gives

$$H_{ij}=W_{ij}w_j+w_iW_{ji}^*,\qquad w_i^2=\lambda_i(1+\lambda_i).\tag{7}$$

### 1.3 Drift and diffusion of the eigenvalues

Since $a^2=\delta s+O(\delta s^2)$, terms of order $\delta s$ need perturbation theory to second order in $aH$ and to first order in the rest. The limit $\delta s\to0$ is taken at fixed, distinct $\lambda_i$:

$$\delta\lambda_i=aH_{ii}+\delta s\Big[1+\lambda_i+\sum_j|W_{ij}|^2\lambda_j+\sum_{j\ne i}\frac{|H_{ij}|^2}{\lambda_i-\lambda_j}\Big].\tag{8}$$

The Haar averages follow from invariance. Multiplying $W$ by a global phase shows $\langle W_{ij}\rangle=\langle W_{ij}W_{kl}\rangle=0$. Multiplying single rows or columns by phases shows that $\langle W_{ij}W^*_{kl}\rangle$ vanishes unless $i=k$ and $j=l$. Permutations make all $\langle|W_{ij}|^2\rangle$ equal, and a row has unit norm, so each is $1/N$. Hence $\langle H_{ii}\rangle=0$, $\langle H_{ii}H_{jj}\rangle=2w_i^2\delta_{ij}/N$, and $\langle|H_{ij}|^2\rangle=(w_i^2+w_j^2)/N$ for $i\neq j$. The identity

$$w_i^2-w_j^2=(\lambda_i-\lambda_j)(1+\lambda_i+\lambda_j)\tag{9}$$

turns each pair term into $2w_i^2/(\lambda_i-\lambda_j)-(1+\lambda_i+\lambda_j)$. The second piece, summed over $j\ne i$ and divided by $N$, is $-(1+\lambda_i)(N-1)/N-\bar\lambda+\lambda_i/N$ with $\bar\lambda=\sum_j\lambda_j/N$. Added to $1+\lambda_i+\bar\lambda$ from the first two terms of the bracket in (8), it leaves $(1+2\lambda_i)/N$. Thus

$$\frac{\langle\delta\lambda_i\rangle}{\delta s}=\frac1N\Big[\sum_{j\ne i}\frac{2w_i^2}{\lambda_i-\lambda_j}+1+2\lambda_i\Big],\qquad\frac{\langle\delta\lambda_i\,\delta\lambda_j\rangle}{\delta s}=\frac{2w_i^2}{N}\delta_{ij}.\tag{10}$$

This is the process whose Fokker–Planck equation is the Dorokhov–Mello–Pereyra–Kumar (DMPK) equation of the unitary class. The eigenvalues repel one another, and the repulsion spreads them over a range that grows with $s$. The numerical check samples (4) for $N=3$, $\lambda=(0.3,1,2.5)$ with two independent Haar matrices and finds drifts $0.05,\,2.02,\,8.53$ against $0.04,\,2.02,\,8.54$ from (10), and variances $0.26,\,1.34,\,5.83$ against $0.26,\,1.33,\,5.83$.

### 1.4 A closed equation for the resolvent

Define, for complex $z$ off the positive real axis,

$$F(z)=\frac1N\sum_iG_i,\qquad G_i=\frac1{z-\lambda_i}.\tag{11}$$

Since $\partial G/\partial\lambda=G^2$ and $\tfrac12\partial^2G/\partial\lambda^2=G^3$, the mean change of $F$ per unit $s$, for a given set of $\lambda_i$, is

$$\frac{\langle\delta F\rangle}{\delta s}=\frac1{N^2}\Big[\sum_{i\ne j}\frac{2w_i^2G_i^2}{\lambda_i-\lambda_j}+\sum_i(1+2\lambda_i)G_i^2+\sum_i2w_i^2G_i^3\Big].\tag{12}$$

In the double sum put $G_i^2=-\partial_zG_i$ and average the summand with its copy under $i\leftrightarrow j$, which gives $-\partial_z\sum_{i\ne j}(w_i^2G_i-w_j^2G_j)/(\lambda_i-\lambda_j)$. Identity (9) with $z$ in place of one $\lambda$ gives $w_i^2G_i=z(1+z)G_i-(1+z+\lambda_i)$, and $G_i-G_j=(\lambda_i-\lambda_j)G_iG_j$. The divided difference is therefore $z(1+z)G_iG_j-1$, the constant is removed by $\partial_z$, and

$$\sum_{i\ne j}\frac{2w_i^2G_i^2}{\lambda_i-\lambda_j}=-\partial_z\Big[z(1+z)\Big(N^2F^2-\sum_iG_i^2\Big)\Big].\tag{13}$$

The single sums left in (12) cancel term by term. The one from (13) is $\partial_z[z(1+z)G^2]=(1+2z)G^2-2z(1+z)G^3$; by (9), $2[w^2-z(1+z)]G^3=-2(1+z+\lambda)G^2$; and the coefficient of $G^2$ adds up to

$$(1+2z)+(1+2\lambda)-2(1+z+\lambda)=0 .\tag{14}$$

After averaging over the ensemble, at any $N$ in the unitary class,

$$\partial_s\langle F\rangle=-\partial_z\big[z(1+z)\langle F^2\rangle\big].\tag{15}$$

One approximation closes this equation: $\langle F^2\rangle\to\langle F\rangle^2$. Its regime can be read off at $z=-1$, where $G_i=-T_i$ and $F=-\mathcal T/N$ with $\mathcal T=\sum_iT_i$. There $\partial_z[z(1+z)F^2]=(1+2z)F^2=-F^2$, so the drift of $\mathcal T$ is $-\mathcal T^2/N$. Its noise follows from $\delta T_i=-T_i^2\delta\lambda_i$, (10) and $w_i^2=(1-T_i)/T_i^2$, with variance $(2/N)\sum_iT_i^2(1-T_i)$ per unit $s$. With factorization, $d\mathcal T/ds=-\mathcal T^2/N$ and $\mathcal T(0)=N$ give Ohm's law $\langle\mathcal T\rangle=N/(1+s)$. A small deviation from the mean decays at the rate $2\langle\mathcal T\rangle/N=2/(1+s)$, its square at twice that rate, so to linear order

$$\frac{d\,{\rm var}\,\mathcal T}{ds}=-\frac{4\,{\rm var}\,\mathcal T}{1+s}+\frac2N\Big\langle\sum_iT_i^2(1-T_i)\Big\rangle .\tag{16}$$

Because $T^2(1-T)\le T$, the source is below $2/(1+s)$, and the variance, which starts at zero, stays below $1/2$. It is negligible against $\langle\mathcal T\rangle^2$ when $N/(1+s)\gg1$. Factorization is thus self-consistent for $L\ll Nl$ and loses its basis when $L$ approaches $Nl$. At other fixed $z$ off the spectrum the injected variance of $F$ is likewise of order $\delta s/N^2$, from $N$ independent terms of size $N^{-2}\cdot N^{-1}$. From here on $F$ denotes the mean.

Now set

$$z=\sinh^2\zeta,\qquad \mathcal U(\zeta,s)=\sinh\zeta\cosh\zeta\;F .\tag{17}$$

Then $z(1+z)F^2=\mathcal U^2$ and $\partial_z=(2\sinh\zeta\cosh\zeta)^{-1}\partial_\zeta$. Multiplying (15) by $\sinh\zeta\cosh\zeta$ gives $\partial_s\mathcal U=-\tfrac12\partial_\zeta\mathcal U^2$. At $s=0$ all $\lambda_i$ vanish and $F=1/z$. Hence

$$\partial_s\mathcal U+\mathcal U\,\partial_\zeta\mathcal U=0,\qquad \mathcal U(\zeta,0)=\coth\zeta .\tag{18}$$

### 1.5 Solution

Equation (18) keeps $\mathcal U$ constant along the lines $d\zeta/ds=\mathcal U$, which suggests $\mathcal U=f(\zeta-s\mathcal U)$ with $f=\coth$. Implicit differentiation confirms it: $\partial_\zeta\mathcal U=f'/(1+sf')$ and $\partial_s\mathcal U=-\mathcal Uf'/(1+sf')$. It is convenient to shift to $y=\zeta+i\pi/2$. Since $\coth(\zeta-s\mathcal U)=\tanh(y-s\mathcal U)$,

$$y=s\,\mathcal U+{\rm artanh}\,\mathcal U .\tag{19}$$

With $\sinh\zeta=-i\cosh y$ and $\cosh\zeta=-i\sinh y$ one has $z=-\cosh^2y$, $\sinh\zeta\cosh\zeta=-\sinh y\cosh y$ and $G=-1/(\cosh^2y+\lambda)$. Using $\cosh^2y+\lambda=\sinh^2y+1/T$,

$$\mathcal U=\frac{\sinh y\cosh y}{N}\sum_i\frac{T_i}{1+T_i\sinh^2y}.\tag{20}$$

For real $y$ this generates the moments of $T$. It is an odd power series in $y$; inserted in (18), each coefficient obeys a first-order equation in $s$ that involves itself and lower coefficients, so the solution is unique, and it is the branch of (19) with $\mathcal U=0$ at $y=0$. Expanding (19), $y=(1+s)\mathcal U+\mathcal U^3/3+\dots$, and iterating once,

$$\mathcal U=\frac{y}{1+s}-\frac{y^3}{3(1+s)^4}+O\!\left(\frac{y^5}{(1+s)^6}\right).\tag{21}$$

With $m_k=\langle\sum_iT_i^k\rangle/N$ and $\sinh y\cosh y=y+\tfrac23y^3+\dots$, (20) is $m_1y+(\tfrac23m_1-m_2)y^3+\dots$. Matching to (21),

$$m_1=\frac1{1+s},\qquad m_2=\frac23m_1+\frac13m_1^4,\qquad 1-\frac{m_2}{m_1}=\frac13\Big[1-\frac1{(1+s)^3}\Big].\tag{22}$$

### 1.6 The density of $x$

Let $\rho(x)\,dx$ be the mean number of eigenvalues in $dx$, so that $\int\rho\,dx=N$. For $\zeta=x-i0$ one has $z=\sinh^2x-i0$, and ${\rm Im}\,(\lambda-i0-\lambda_i)^{-1}=\pi\delta(\lambda-\lambda_i)$ gives ${\rm Im}F=\pi\rho_\lambda/N$, with $\rho_\lambda$ the density in $\lambda$. Since $\rho(x)=\rho_\lambda\,d\lambda/dx=2\sinh x\cosh x\,\rho_\lambda$,

$$\rho(x)=\frac{2N}{\pi}\,{\rm Im}\,\mathcal U\quad\text{at}\quad y=x+\frac{i\pi}2 .\tag{23}$$

The density has a closed parametric form. Put $\omega=\zeta-s\mathcal U=p-iq$. From $\cosh\omega\sinh\omega^*=\tfrac12(\sinh2p+i\sin2q)$ and $|\sinh\omega|^2=\tfrac12(\cosh2p-\cos2q)$,

$$\mathcal U=\coth\omega=\frac{\sinh2p+i\sin2q}{\cosh2p-\cos2q}.\tag{24}$$

The imaginary part of $x=\omega+s\,\mathcal U$ demands ${\rm Im}\,\mathcal U=q/s$. For $q\neq0$ this fixes the denominator, $\cosh2p-\cos2q=s\sin(2q)/q$, whose left side equals $2\sinh^2p+2\sin^2q$. The real part then gives $x$:

$$\sinh^2p=\sin q\Big(\frac{s\cos q}{q}-\sin q\Big),\qquad x=p+\frac{q\sinh2p}{\sin2q},\qquad\rho=\frac{2Nq}{\pi s}.\tag{25}$$

The parameter runs from $q_0$, the root of $q_0\tan q_0=s$ below $\pi/2$, where $p=x=0$, down to $q=0$, where $\rho$ vanishes. At that end $\sinh^2p=s$ and $q\sinh2p/\sin2q\to\sinh p\cosh p$, so the spectrum ends at

$$x_{\max}=\sqrt{s(1+s)}+{\rm arsinh}\sqrt s\;\approx\; s+\tfrac12+\tfrac12\ln4s\quad(s\gg1).\tag{26}$$

Uniformity follows from (21) at $y=x+i\pi/2$. There ${\rm Im}\,y=\pi/2$ is independent of $x$, and ${\rm Im}\,y^3=\tfrac{3\pi}2x^2-\tfrac{\pi^3}8=\tfrac\pi2(3x^2-\tfrac{\pi^2}4)$. Equation (23) gives, for $s\gg1$ and $x\ll s$,

$$\rho(x)=\frac N{1+s}\Big[1-\frac{x^2-\pi^2/12}{(1+s)^3}+\dots\Big].\tag{27}$$

The plateau extends almost to the edge. For $x$ of order $s$ write $\mathcal U=u+i\eta$ with $\eta=O(1/s)$, so that ${\rm artanh}\,\mathcal U={\rm artanh}\,u+i\eta/(1-u^2)$ up to terms of second order in $\eta/(1-u^2)$. The real and imaginary parts of (19) give

$$su+{\rm artanh}\,u=x,\qquad\rho=\frac N{s+1/(1-u^2)},\tag{28}$$

with $u=x/s+O(1/s)$. Relative to $N/(1+s)$ the density is lowered by $u^2/[(1-u^2)s]$, which is small until $1-u^2$ is of order $1/s$. The linearization in $\eta$ fails at that point too, and (25) takes over and brings $\rho$ to zero at $x_{\max}$.

To leading order in $l/L$ and in $L/Nl$, then,

$$\rho(x)=g\equiv\frac{Nl}{L}\quad\text{for }0<x<\frac Ll,\qquad\rho=0\ \text{ beyond}.\tag{29}$$

The origin of the plateau is visible in (19): for $s\gg1$ the term $s\,\mathcal U$, which is Ohmic series addition of resistance, outweighs the ballistic term ${\rm artanh}\,\mathcal U$, so $\mathcal U$ is linear in $y$, and a linear function has a constant imaginary part along $y=x+i\pi/2$. For $x\gg1$, $T\approx4e^{-2x}$, and a channel at $x=\xi s$ decays as $e^{-2\xi L/l}$; in the model the rates $x_n/L$ fill the interval from $0$ to $1/l$ evenly, with spacing $1/Nl$.

The numerical check tests (18) by finite differences of the root of (19), (25) against direct root finding, and the normalization and the moments (22) by quadrature of (25). At $s=7$ the ratio $(1+s)\rho/N$ is $1.0016,\ 0.9939,\ 0.9657,\ 0.8933$ at $x=0,2,4,6$, and $x_{\max}=9.183$; the first value is $1+\pi^2/(12\cdot 8^3)$ from (27). The factorization itself is tested on wires built by iterating (4) with $N=64$ and $\delta s=0.1$. Forty such wires at $s=7$ give $\langle\mathcal T\rangle=8.03$ against $64/8$; $\mathcal U=0.1252$ and $0.2499$ at $y=1,2$ against $0.1249$ and $0.2493$ from (19); and $4.00,\ 7.85,\ 15.88,\ 24.07$ eigenvalues below $x=0.5,1,2,3$ against $4.01,\ 8.01,\ 15.98,\ 23.90$ from (25). At $s=3$ the count below $x=1$ is $16.00$ against $16.12$, twice the count at $s=7$, as the factor $1/(1+s)$ requires. The remaining differences, at most $0.17$ of a channel, combine sampling noise, finite $N$ and finite slice width, which the check does not separate.

## 2. The bimodal law and the open channels

A phase-coherent wire with $N\gg1$ channels per spin and length $L=sl$ has transmission eigenvalues $T_n=1/\cosh^2x_n$, $x_n\ge0$, and conductance $G=(2e^2/h)\mathcal T$ with $\mathcal T=\sum_nT_n$; also $\lambda=\sinh^2x$ and $w^2=\lambda(1+\lambda)$. In the model with isotropic channel mixing and for $l\ll L\ll Nl$, the mean density of $x$ is flat, $\rho(x)=g$ for $0<x<s$, Eq. (29). The plateau value is $N/(1+s)$ by (27), and $g=Nl/L$ differs from it by the relative amount $l/L$; the true edge $x_{\max}$ is given by (26), and the first two moments at finite $s$ by (22).

### 2.1 Change of variable

The map $x\mapsto T$ is monotonic, so the number of eigenvalues in corresponding intervals is the same, $\rho_T(T)\,|dT|=\rho(x)\,|dx|$. Differentiating $T=\cosh^{-2}x$,

$$\frac{dT}{dx}=-\frac{2\sinh x}{\cosh^3x}=-2\,\frac{\tanh x}{\cosh^2x}=-2T\sqrt{1-T},\tag{30}$$

where $\tanh^2x=1-T$ and $x\ge0$ select the positive root. A constant $\rho(x)=g$ gives Dorokhov's law,

$$\rho_T(T)=\frac{g}{2T\sqrt{1-T}},\qquad T_c<T<1 .\tag{31}$$

The factor $\tfrac12$ comes from the exponent 2 in $\cosh^2x$, with $x$ counted on the half line. The argument also runs backwards: by (30), a density of the form (31) is a constant density of $x$, so the two statements are equivalent.

Integrating (31) from $T_0$ to 1 amounts to measuring the length of the $x$ interval. The mean number of channels with $T>T_0$ is

$$n(T_0)=g\,x_0,\qquad x_0={\rm arcosh}\,T_0^{-1/2}={\rm artanh}\sqrt{1-T_0}.\tag{32}$$

As $T_0\to0$, $x_0\approx\tfrac12\ln(4/T_0)$ grows without bound, so (31) cannot be normalized on $(0,1)$. The total $N$ is reached at $x_0=N/g=s$, which sets the cutoff of the step density (29):

$$T_c=\frac1{\cosh^2s}\approx4e^{-2L/l}.\tag{33}$$

Within the model this cutoff is fixed on a logarithmic scale. By (26) the smooth density ends at $\cosh^{-2}x_{\max}\approx4e^{-2s-1}/4s=e^{-2s-1}/s$, which is smaller than $T_c$ by the factor $4es$, while $\ln T$ at the two points differs by the relative amount $\ln(4es)/2s$.

The cutoff depends on the assumption that the channels are mixed after every thin slice. Suppose they are mixed only after each length $b$. A layer with $\lambda=b/l$ has a transfer matrix with elements $\sqrt{1+\lambda}$ and $\sqrt\lambda$, which multiplies the summed squares of the right- and left-moving amplitudes by $1+2b/l$ on average, since the cross term averages to zero. For $N\gg1$ the largest $x$ then grows by $\tfrac12\ln(1+2b/l)$ per layer. For $b\to0$ this gives $L/l$ in total, for $b=l$ only $0.55\,L/l$. In a real wire, which mixes its channels over a distance of order $l$, the density at $x$ of order $L/l$ and the cutoff (33) are therefore not quantitative, even on a logarithmic scale.

In the isotropic-mixing model with $l\ll L\ll Nl$, the density of $x$ is flat, which is equivalent to Dorokhov's law (31) for $T$, with a cutoff that in a real wire depends on how the channels are mixed. What remains is the shape of this law, its consequences for noise and the number of open channels, the case of time-reversal symmetry, the meaning of $l$ in a real wire, and a worked example.

Numbers in the example were calculated in double precision.
